# Spin-orbit constant of an open shell outside a frozen closed-shell core, part 3

An atom of nuclear charge \(Z\) has a frozen closed-shell core and \(N\) electrons in shell \(a=(n,l)\). Atomic units are used, \(c=1/\alpha\). Orbitals \(\phi=R(r)Y_{lm}\), \(P=rR\), are real in \(R\) and spin-independent. "The program" is the numerical check.

The spin-orbit operator \(H\) is \(\frac{\alpha^2}{2}\sum_i\frac{Z}{r_i^3}\mathbf l_i\cdot\mathbf s_i+\sum_{i<j}h(i,j)\), with \(h(1,2)=\mathbf g(1,2)\cdot(\mathbf s_1+2\mathbf s_2)+\mathbf g(2,1)\cdot(\mathbf s_2+2\mathbf s_1)\) and \(\mathbf g(1,2)=-\frac{\alpha^2}{2}\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3}\). For a full core, its two-electron part is a zero core constant, the valence-valence operator \(H_{vv}\), and (\(A,B\) valence, \(I\) core spin orbitals)

\[
H_{cv}=\sum_{AB}F_{AB}\,a_A^\dagger a_B,\qquad F_{AB}=\sum_I\big[\langle AI|h|BI\rangle-\langle AI|h|IB\rangle\big]. \tag{5}
\]

\[
F=\mathbf s\cdot\mathbf T,\qquad
\mathbf T_{ab}=\sum_c\big[2\langle ac|\mathbf g|bc\rangle-3\langle ac|\mathbf g|cb\rangle-3\langle ca|\mathbf g|bc\rangle\big], \tag{6}
\]

Core spin traces vanish, so direct other-orbit terms and first-order core-valence spin-spin terms do too. Exchange is one third own-orbit, two thirds other-orbit. By symmetry \(F=\zeta\,\mathbf l\cdot\mathbf s\), also between shells of equal \(l\).

With \(\rho=P_aP_c\), \(y_k=\int_0^\infty\frac{r_<^k}{r_>^{k+1}}\rho\,dr'\), \(\lambda_a=l(l+1)\), \(\lambda_c=l_c(l_c+1)\), \(\lambda_k=k(k+1)\), \(w_k=\tfrac12\int_{-1}^1P_lP_kP_{l_c}dx\) (Legendre polynomials):

\[
M^0(a,c)=\frac{\alpha^2}{4}\iint_{r_1>r_2}P_a^2(r_1)P_c^2(r_2)\,\frac{1}{r_1^3}\,dr_1dr_2,
\]
\[
N^k=\frac{\alpha^2}{4}\iint_{r_1>r_2}\rho(r_1)\rho(r_2)\frac{r_2^k}{r_1^{k+3}}\,dr_1dr_2,\qquad
V^{k-1}=\frac{\alpha^2}{4}\int R_aR_c'\,y_k\,r\,dr,
\]
\[
\zeta_{\rm d}=-\frac{\alpha^2}{2}\int\frac{P_a^2(r)\,Q(r)}{r^3}\,dr=-\sum_c2(4l_c+2)\,M^0(a,c). \tag{9}
\]
\[
\zeta_{\rm ex}(c)=-\frac{6(2l_c+1)}{\lambda_a}\sum_kw_k\Big\{(\lambda_a+\lambda_c-\lambda_k)\big[kN^{k-2}-(k+1)N^k\big]-(\lambda_a+\lambda_k-\lambda_c)V^{k-1}\Big\}. \tag{13}
\]
\[
\zeta_c=\frac{\alpha^2}{2}Z\langle r^{-3}\rangle-\sum_c2(4l_c+2)M^0(a,c)+\sum_c\zeta_{\rm ex}(c), \tag{14}
\]

Core s shells give \(\zeta_{\rm ex}=12V^{l-1}/(2l+1)\); p outside p and d outside p give

\[
\zeta_{\rm ex}=\tfrac15\big(84N^0-36N^2+36V^1\big). \tag{15}
\]
\[
\zeta_{\rm ex}=-\tfrac{12}5N^{-1}+\tfrac{276}{35}N^1-\tfrac{144}{35}N^3+\tfrac{12}5V^0+\tfrac{144}{35}V^2. \tag{16}
\]

For a p shell with \(a=c\), direct and exchange are \(-12M^0\) and \(+6M^0\). Exchange screens if \(R_a>0\) is nodeless and an s-shell \(R_c>0\) decreases everywhere.

\(Q(r)\) counts core electrons inside \(r\). In units of \(\tfrac{\alpha^2}2\langle r^{-3}\rangle\), \(\zeta_c\) is \(Z_{\rm eff}=Z-S_{\rm d}-S_{\rm ex}\); \(S_{\rm d}\), the mean of \(Q\) with weight \(P_a^2/r^3\), lies between 0 and the number of core electrons. One-electron splitting: \(E_{l+1/2}-E_{l-1/2}=\zeta_c(l+\tfrac12)\).

## (h) Several electrons in the open shell

**Problem.** For \(l^N\) with \(N>1\), which part of the spin-orbit interaction is described by \(\zeta_c\)?

**Solution.** Parts (b) and (d) show that the nuclear and core-valence terms equal \(\zeta_c\sum_i\mathbf l_i\cdot\mathbf s_i\) for every \(N\), given the radial functions. The program tests this without using (5): it builds the two-electron operator on all determinants of four electrons in the sodium 2s and 3p spin orbitals, removes the terms with four valence indices, projects on \(2s^23p^2\), and finds \((\zeta_{\rm d}+\zeta_{\rm ex})\sum\mathbf l\cdot\mathbf s\) with the 2s values of (9) and (13).

The reduction of part (d) needed an invariant sum over a closed shell, and a partly filled shell offers none. \(H_{vv}\) can be split into its projection on \(O=\sum_i\mathbf l_i\cdot\mathbf s_i\) within the configuration, \(O\,\mathrm{Tr}(OH_{vv})/\mathrm{Tr}(O^2)\), and an orthogonal remainder. The projection could be absorbed in a shifted constant, while the remainder cannot. For \(3p^2\) the program finds that the norm of the remainder, defined as the root of the sum of squared matrix elements, is 0.97 of the norm of \(H_{vv}\). This fraction belongs to the angular algebra of \(p^2\) and does not depend on the radial function. In this configuration the valence-valence part is mostly not of one-body form. The constant \(\zeta_c\) itself describes an \(l^N\) configuration to the extent that \(H_{vv}\) is small next to \(\zeta_cO\). A single shifted constant requires only that the remainder be small, and the spin-spin interaction among valence electrons must then be weighed as well. One hole in the shell, \(N=4l+1\), is an exact case. Between one-hole states, \(H_{vv}\) has the elements \(E\,\delta_{AB}-F_{BA}\), where \(E\) and \(F\) are the constant and the operator (5) of the full shell \(a\), and \(O\) has the elements \(-(\mathbf l\cdot\mathbf s)_{BA}\). By parts (c) and (d), \(E=0\) and \(F\) is a multiple of \(\mathbf l\cdot\mathbf s\), so the remainder vanishes, as does the dipolar spin-spin term. For \(p^5\), part (g) gives \(H_{vv}=(-12+6)M^0(a,a)\,O=-6M^0(a,a)\,O\).

## (i) Sodium 3p and 3d

**Problem.** The Na\(^+\) core \(1s^22s^22p^6\) is computed by restricted Hartree-Fock in an even-tempered basis of 16 s and 18 p Gaussians. The 3p and 3d orbitals (12 d Gaussians) are eigenfunctions of the Na\(^+\) Fock operator, which is the frozen-core Hartree-Fock model. From the radial integrals, find \(\zeta_c\), \(Z_{\rm eff}\) and the doublet splittings.

**Solution.** The core energy is \(-161.677\) hartree, and the orbital energies are \(-0.1094\) hartree (3p) and \(-0.0557\) hartree (3d). The constants are \(\alpha^2/2=2.662568\times10^{-5}\) and 1 hartree \(=219474.63\ \mathrm{cm^{-1}}\). All spin-orbit quantities below are in \(\mathrm{cm^{-1}}\). Extra figures are carried so that the arithmetic can be followed; they are not all converged with the basis. Going to 26 s, 25 p and 18 d Gaussians changes \(\langle r^{-3}\rangle\) and \(\zeta_c\) by less than 0.02% (for 3p, \(\langle r^{-3}\rangle\) becomes 0.16732) and the small s-shell exchange terms of 3d by up to 0.5%. The final values, given to three figures, do not change.

*3p.* With \(\langle r^{-3}\rangle=0.167347\ \mathrm{bohr^{-3}}\), the unit is \(2.662568\times10^{-5}\times0.167347\times219474.63=0.97792\), and \(\zeta_{\rm nuc}=11\times0.97792=10.7571\). The direct terms from (9) are

\[
1s:\ -4(0.32743)=-1.3097,\qquad2s:\ -4(0.061806)=-0.2472,\qquad2p:\ -12(0.064921)=-0.7791,
\]

with sum \(-2.3360\). The exchange terms are \(4V^0=4(-0.28855)=-1.1542\) for 1s and \(4(0.022379)=+0.0895\) for 2s. For 2p, (15) gives

\[
16.8(0.029467)-7.2(0.016775)+7.2(-0.02382)=0.4950-0.1208-0.1715=+0.2028 .
\]

The exchange sum is \(-0.8619\), made of \(-0.2873\) own-orbit and \(-0.5746\) other-orbit. Therefore

\[
\zeta_c(3p)=10.7571-2.3360-0.8619=7.56\ \mathrm{cm^{-1}}=3.44\times10^{-5}\ \text{hartree},
\]

which is 0.703 of the nuclear term. The screening charges are \(S_{\rm d}=2.39\) and \(S_{\rm ex}=0.88\), so \(Z_{\rm eff}=11-2.39-0.88=7.73\). The splitting \(\tfrac32\zeta\) is 16.1 with the nuclear term alone, 12.6 with the direct term added and 11.3 in full. The summed direct and exchange values and the 4:2 level pattern are tested against analytic integrals over these same orbitals.

The orbital has \(\langle r\rangle=5.99\) bohr, yet only 2.39 of the 10 core electrons screen it. By part (e), \(S_{\rm d}\) is the mean enclosed charge under the weight \(P_a^2/r^3\). The shell values are \(1.3097/0.97792=1.34\) of 2 electrons for 1s, 0.25 of 2 for 2s and 0.80 of 6 for 2p. That even the 1s pair is incompletely enclosed shows that much of the weight lies at radii comparable to the 1s shell. Exchange has both signs within one atom: it screens for 1s and antiscreens for 2s and 2p. The 1s exchange is 0.88 of the 1s direct term. The sign argument of part (g) covers neither s term here. It needs a nodeless \(R_a\), and the 3p function has a radial node near 1.2 bohr; the 2s function also has a node and does not decrease everywhere. Both signs are computed results.

*3d.* With \(\langle r^{-3}\rangle=0.00259572\ \mathrm{bohr^{-3}}\), the unit is 0.0151685 and \(\zeta_{\rm nuc}=0.166854\). The direct terms are \(-4(0.0075827)=-0.03033\), \(-4(0.007495)=-0.02998\) and \(-12(0.0074831)=-0.08980\), with sum \(-0.15011\). The s-shell exchange terms are \(2.4(-8.9331\times10^{-6})=-2.14\times10^{-5}\) and \(2.4(-3.2182\times10^{-4})=-7.72\times10^{-4}\). For 2p, (16) gives, in units of \(10^{-4}\),

\[
-2.4(1.7899)+7.8857(0.7616)-4.1143(0.46305)+2.4(-5.5513)+4.1143(-2.9607)
\]
\[
=-4.296+6.006-1.905-13.323-12.181=-25.70 .
\]

The exchange sum is \(-0.003364\), and

\[
\zeta_c(3d)=0.166854-0.150108-0.003364=0.0134\ \mathrm{cm^{-1}}=6.10\times10^{-8}\ \text{hartree},
\]

with splitting \(\tfrac52\zeta_c=0.0335\). The 3d numbers come from the radial formulas, whose d-shell coefficients are tested on the model shells.

This orbital, with \(\langle r\rangle=10.46\) bohr, is near the outer limit of part (e): \(S_{\rm d}=9.90\) out of 10, and \(\zeta_c\) is 0.080 of the nuclear term. With the direct term alone the effective charge would be \(11-9.896=1.104\), above the net ion charge 1 as the bound requires. Exchange, with \(S_{\rm ex}=0.22\), lowers it to \(Z_{\rm eff}=0.88\), below the net charge, which no spherical charge distribution of ten electrons could do. The exchange term is 2% of the nuclear term but 25% of \(\zeta_c\), because nuclear and direct terms cancel to about one tenth. The same cancellation amplifies any small omitted contribution.

## (j) What the constant leaves out

**Problem.** The measured splitting of the sodium 3p doublet is roughly 17 cm\(^{-1}\), and the 3d doublet is inverted, by roughly 0.05 cm\(^{-1}\). Compare these rough sizes with part (i), and identify terms of order \(\alpha^2\) that (14) omits.

**Solution.** The 3p value 11.3 cm\(^{-1}\) is about one third below the rough measured size. The unscreened value 16.1 cm\(^{-1}\) lies closer, but this cannot count as support for it, since the direct screening is required by Gauss's law and the exchange follows from the same Hamiltonian. For 3d, the positive \(\zeta_c\) puts \(j=\tfrac52\) above \(j=\tfrac32\), and the model has the wrong sign.

For one valence electron, the constant (14) times \(\langle\mathbf l\cdot\mathbf s\rangle\) is the expectation value of \(H\) in a frozen-core determinant \(\Phi\). The complete result of order \(\alpha^2\) is the expectation value in the exact nonrelativistic state \(\Psi=\Phi+\sum_X\Phi_X\langle\Phi_X|W|\Phi\rangle/(E_0-E_X)+\dots\), where \(W\) is the residual Coulomb interaction and \(E_0,E_X\) are zeroth-order energies. The term linear in the admixture is

\[
\Delta E=2\,\mathrm{Re}\sum_X\frac{\langle\Phi|H|\Phi_X\rangle\langle\Phi_X|W|\Phi\rangle}{E_0-E_X},
\]

which is of order \(\alpha^2\), like \(\zeta_c\). Excitations of the valence electron alone have \(\langle\Phi_X|W|\Phi\rangle=0\), because the valence orbital is an eigenfunction of the core Fock operator. Excitations \(2p\to np\) of the core are not excluded. The core orbitals are optimal for Na\(^+\), so the valence electron couples \(\Phi\) to them through its Coulomb and exchange fields, and by part (d) the nuclear term and \(F\) have elements between p shells of different \(n\). Combined with these one-body elements, only the exchange field contributes to \(\Delta E\): the direct Coulomb field leaves the spin of the excited core electron unchanged, and the sum over that spin vanishes as in part (c). These elements are set by the compact 2p function and not by the small 3d value of \(\langle r^{-3}\rangle\). At higher order in \(W\), correlation also alters the valence orbital itself, and with it \(\langle r^{-3}\rangle\). Neither effect was computed here, so their shares in the 3p deficit and the 3d inversion are left open.

The remaining assumptions fail under other conditions. Corrections of higher order in \(\alpha^2\) are expected on dimensional grounds to have relative size of order \((Z\alpha)^2\), which is \(121\times2\times2.66\times10^{-5}\approx0.006\) for sodium. This is an order estimate and not a computed error, but it is far smaller than the 3p deficit. For heavy atoms this parameter is not small, and nonrelativistic radial functions with a first-order operator cease to be adequate. If the core is not a set of closed shells, or is spin-polarised so that the two spin directions have different radial functions, the spin traces of part (c) no longer vanish and direct other-orbit terms appear. In a molecule or solid with a closed-shell reference, parts (a) to (c) survive, since they used only doubly occupied orbitals and an occupied space closed under complex conjugation. The operator (6) is then the spin-orbit mean-field operator, but without spherical symmetry the argument of part (d) no longer applies, and \(\mathbf T\) need not be proportional to \(\mathbf l\). A single constant can then survive only where the remaining symmetry enforces it, as within a threefold degenerate \(t_2\) shell of a tetrahedral molecule.

## Values computed for the example and the checks

```
alpha^2/2 = 2.662568e-05 ; 1 hartree = 219474.6314 cm^-1 ; Z = 11
exponents (bohr^-2): 16 s 0.3..2.794e+05, 18 p 0.006..8463, 12 d 0.003..28.58
model shells: max |formula - analytic| / alpha^2 = 1.5e-11 hartree
3p^2 valence-valence part not along sum l.s: fraction 0.9712
E(Na+, RHF) = -161.67669 hartree
eps 1s 2s 2p = -40.75968 -3.07367 -1.79721 hartree
eps 3p 3d = -0.109438 -0.055665 hartree
--- Na 3p ---
<r> = 5.9929 bohr ; <r^-3> = 0.167347 bohr^-3
(alpha^2/2)<r^-3> = 0.977919 cm^-1 ; nuclear = 10.7571 cm^-1
1s M0=0.32743 V0=-0.28855 cm^-1
1s direct = -1.3097 exchange = -1.1542 cm^-1
2s M0=0.061806 V0=0.022379 cm^-1
2s direct = -0.24722 exchange = 0.089517 cm^-1
2p M0=0.064921 N0=0.029467 N2=0.016775 V1=-0.02382 cm^-1
2p direct = -0.77905 exchange = 0.20277 cm^-1
direct total = -2.33601 cm^-1 ; exchange total = -0.861924 cm^-1
exchange own-orbit = -0.28731 other-orbit = -0.57462 cm^-1
nuclear + direct = 8.42109 cm^-1
screening charge: direct 2.3888 exchange 0.8814 ; Z_eff = 7.7299
zeta_c = 7.55917 cm^-1 = 3.44421e-05 hartree ; zeta_c/nuclear = 0.7027
splitting (l+1/2) zeta: nuclear 16.136, +direct 12.632, full 11.339 cm^-1
--- Na 3d ---
<r> = 10.4615 bohr ; <r^-3> = 0.00259572 bohr^-3
(alpha^2/2)<r^-3> = 0.0151685 cm^-1 ; nuclear = 0.166854 cm^-1
1s M0=0.0075827 V1=-8.9331e-06 cm^-1
1s direct = -0.030331 exchange = -2.144e-05 cm^-1
2s M0=0.007495 V1=-0.00032182 cm^-1
2s direct = -0.02998 exchange = -0.00077237 cm^-1
2p M0=0.0074831 N1=7.616e-05 N-1=0.00017899 V0=-0.00055513 N3=4.6305e-05 V2=-0.00029607 cm^-1
2p direct = -0.089797 exchange = -0.0025699 cm^-1
direct total = -0.150108 cm^-1 ; exchange total = -0.00336373 cm^-1
exchange own-orbit = -0.0011212 other-orbit = -0.0022425 cm^-1
nuclear + direct = 0.0167461 cm^-1
screening charge: direct 9.8960 exchange 0.2218 ; Z_eff = 0.8822
zeta_c = 0.0133823 cm^-1 = 6.09744e-08 hartree ; zeta_c/nuclear = 0.0802
splitting (l+1/2) zeta: nuclear 0.41713, +direct 0.041865, full 0.033456 cm^-1
```
